# Relativistic specific mass shift: matrix elements between Dirac orbitals, part 3

The specific mass shift (SMS), the two-electron part of the nuclear recoil energy, has been reduced to radial integrals between Dirac orbitals. Hartree atomic units are used, with $c = 137.035999$, nuclear charge $Z$ and mass $M$, $z=Z/c$, $[j]=2j+1$. The energy is $K/M$, with $K$ a matrix element of $\sum_{i<j}h_{ij}$. The operator of section 1, complete to relative order $z^2$, is

$$h_{12} = \mathbf p_1\cdot\mathbf p_2 - \mathbf D_1\cdot\mathbf p_2 - \mathbf p_1\cdot\mathbf D_2 ,\qquad \mathbf D = \frac{z}{2r}\left[\boldsymbol\alpha + (\boldsymbol\alpha\cdot\mathbf n)\,\mathbf n\right].$$

One-electron recoil terms form the normal mass shift. Orbitals have upper component $P\,\Omega_{\kappa m}/r$ and lower $iQ\,\Omega_{-\kappa m}/r$, with $\kappa=\mp(j+\frac12)$ for $j=l\pm\frac12$. $C^1_q$ are the components of $\mathbf n=\mathbf r/r$; $C_{ac}=\langle\kappa_a\|C^1\|\kappa_c\rangle$ vanishes for equal parities.

$$\langle-\kappa_a\|C^1\|-\kappa_c\rangle=C_{ac}. \tag{6}$$

$$\langle a\|p\|c\rangle=-i\,C_{ac}V_{ac}, \tag{7}$$

$$V_{ac}=\int_0^\infty P_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a+1)-\kappa_c(\kappa_c+1)}{2r}\right]P_c\,dr+\int_0^\infty Q_a\left[\frac d{dr}-\frac{\kappa_a(\kappa_a-1)-\kappa_c(\kappa_c-1)}{2r}\right]Q_c\,dr .$$

With potential $U$ and eigenvalue $\varepsilon$:

$$P'+\frac\kappa rP=\left(2c+\frac{\varepsilon-U}{c}\right)Q,\qquad Q'-\frac\kappa rQ=-\frac{\varepsilon-U}{c}P. \tag{8}$$

For any radial $f$:

$$\langle a|f\alpha_q|c\rangle=i\int fP_aQ_c\,dr\,\langle\kappa_a|\sigma_q|-\kappa_c\rangle-i\int fQ_aP_c\,dr\,\langle-\kappa_a|\sigma_q|\kappa_c\rangle, \tag{9}$$

$$\langle a\|D\|c\rangle=+i\,C_{ac}W_{ac},\qquad W=W^{(1)}+W^{(2)}, \tag{10}$$

$$W^{(1)}_{ac}=\frac z2\int_0^\infty\frac{(\kappa_a-\kappa_c-1)P_aQ_c+(\kappa_a-\kappa_c+1)Q_aP_c}{r}\,dr,\qquad W^{(2)}_{ac}=\frac z2\int_0^\infty\frac{Q_aP_c-P_aQ_c}{r}\,dr.$$

$V$ and $W$ are antisymmetric. For bra $2p_j$, ket $1s$, write $V_j,W_j,C_j$ and $G_{jj'}=V_jV_{j'}+W_jV_{j'}+V_jW_{j'}$; $C_{1/2}^2=\frac23$, $C_{3/2}^2=\frac43$. As $z\to0$, $V\to-32Z/(27\sqrt6)$; in units of $z^2Z/(27\sqrt6)$, $(W^{(1)},W^{(2)},W)\to(17,11,28)$ for $2p_{1/2}$, $(8,2,10)$ for $2p_{3/2}$ (section 5), and

$$\frac{2W}{V}\to-\frac74z^2\quad(2p_{1/2}),\qquad\frac{2W}{V}\to-\frac58z^2\quad(2p_{3/2}). \tag{11}$$

Two electrons coupled to $J$:

$$\langle(ab)J|h|(cd)J\rangle=(-1)^{j_b+j_c+J}\begin{Bmatrix}j_a&j_b&J\\j_d&j_c&1\end{Bmatrix}C_{ac}C_{bd}\,S(abcd), \tag{12}$$

$$S(abcd)=-\left[V_{ac}V_{bd}+W_{ac}V_{bd}+V_{ac}W_{bd}\right]. \tag{13}$$

Antisymmetrized:

$$\langle ab;J|h|cd;J\rangle=\frac{\langle(ab)J|h|(cd)J\rangle-(-1)^{j_c+j_d-J}\langle(ab)J|h|(dc)J\rangle}{\sqrt{(1+\delta_{ab})(1+\delta_{cd})}}. \tag{14}$$

For $1s2p$:

$$K(J{=}0)=-\tfrac13G_{\frac12\frac12},\qquad K(J{=}2)=-\tfrac13G_{\frac32\frac32},\qquad K(J{=}1)=\frac19\begin{pmatrix}-G_{\frac12\frac12}&2\sqrt2\,G_{\frac12\frac32}\\2\sqrt2\,G_{\frac12\frac32}&G_{\frac32\frac32}\end{pmatrix}. \tag{15}$$

$$\langle1s^2|h|2p_j^2\rangle=+\frac{C_j^2G_{jj}}{\sqrt{2[j]}}=\tfrac13G_{\frac12\frac12}\ \ (j=\tfrac12),\qquad\tfrac{\sqrt2}3G_{\frac32\frac32}\ \ (j=\tfrac32). \tag{16}$$

Electron $a$ outside full subshell $b$:

$$K=-\frac{C_{ab}^2}{[j_a]}\left[V_{ab}^2+2V_{ab}W_{ab}\right]=-[j_b]\begin{pmatrix}j_a&1&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2\left[V_{ab}^2+2V_{ab}W_{ab}\right] \tag{17}$$

For $1s^22p_j$, $K=-\frac13G_{jj}$, nonrelativistically $K_{\rm nr}=-\frac{512}{6561}Z^2$; for single-configuration $1s^22s$, $K=0$.

## 8. General configuration states and the Coulomb coefficients

The Coulomb repulsion is $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\,\mathbf C^k(1)\cdot\mathbf C^k(2)$. By (6), large and small components share the angular factor, and the $k=1$ term has the element (12) with $S(abcd)$ replaced by

$$R^1(abcd)=\iint(P_aP_c+Q_aQ_c)(r_1)\,\frac{r_<}{r_>^2}\,(P_bP_d+Q_bQ_d)(r_2)\,dr_1dr_2 .$$

An $N$-electron configuration state function is a fixed combination of determinants of orthonormal orbitals, and the Slater–Condon rules reduce any symmetric two-body operator to a sum of elements $\langle am_a\,bm_b|h|cm_c\,dm_d\rangle$ with coefficients that do not depend on the operator. For both operators these elements are the same angular expression, $\sum_q(-1)^q\langle a|C^1_q|c\rangle\langle b|C^1_{-q}|d\rangle$, times a radial quantity. If the Coulomb matrix between functions $\Phi_r,\Phi_s$ is $\sum_{k,abcd}v^k_{rs}(abcd)R^k(abcd)$, then

$$K_{rs}=\sum_{abcd}v^1_{rs}(abcd)\,S(abcd),\qquad K=\sum_{rs}c_rc_sK_{rs},$$

with $c_r$ the real mixing coefficients. A multiconfiguration program needs only a table of one-dimensional integrals $V$, $W^{(1)}$, $W^{(2)}$ for orbital pairs with $C_{ac}\neq0$ and its list of $k=1$ coefficients.

The symmetries of $S$ and $R^1$ differ. Both satisfy $X(abcd)=X(badc)=X(cdab)$. But $R^1(cbad)=R^1(abcd)$, whereas $S(cbad)=-S(abcd)$, since $V$ and $W$ are antisymmetric. The exchange element in (15) has $S(abba)=+G$ and the pair excitation (16) has $S(aabb)=-G$, while the two Coulomb integrals $R^1(abba)$ and $R^1(aabb)$ are equal. A list of coefficients that has been reordered with the full Coulomb symmetry gives wrong signs unless the order within each pair is restored.

## 9. Numerical test of the reduction

The formulas were checked numerically by a route that uses no tensor algebra. Four-component functions were tabulated on a three-dimensional grid (logarithmic in $r$, Gauss–Legendre in $\cos\theta$, uniform in $\varphi$), the gradient was taken by fourth-order Cartesian finite differences, and $\mathbf D$ was applied as explicit $4\times4$ matrices. The resulting elements of $\mathbf p$ and of the two pieces of $\mathbf D$ were compared, for all $m_a,q,m_c$, with (7) and (10), whose radial integrals were evaluated exactly from $\int_0^\infty r^se^{-\lambda r}dr=\Gamma(s+1)/\lambda^{s+1}$. Explicit sums over $m$ with these matrices were compared with (14) for all pairs of two-electron states with $M=0$ and with (17). For arbitrary radial functions, not solutions of any Dirac equation, with $\kappa=\mp1,\mp2,\mp3$, the largest deviation was $2.4\times10^{-13}$; for the orbitals below it was $4.5\times10^{-14}$ (Pb) and $5.0\times10^{-14}$ (Na), relative to $Z$ or $Z^2$. The Dirac Hamiltonian applied on the same grid reproduced the orbital energies, which confirms the sign of $Q$ in (8).

## 10. Worked example: Pb and Na with unscreened orbitals

The chosen model has point-nucleus Dirac–Coulomb orbitals with no electron repulsion. With $U=-Z/r$, $P=r^\gamma e^{-\lambda r}\sum_ka_kr^k$, $Q=r^\gamma e^{-\lambda r}\sum_kb_kr^k$, $A=2c+\varepsilon/c$, $B=\varepsilon/c$ and $\lambda=\sqrt{-AB}$, equating powers of $r$ in (8) gives

$$(\gamma+k+\kappa)a_k-zb_k=\lambda a_{k-1}+Ab_{k-1},\qquad za_k+(\gamma+k-\kappa)b_k=\lambda b_{k-1}-Ba_{k-1}.$$

At $k=0$ the right sides vanish and the determinant fixes $\gamma^2=\kappa^2-z^2$. The series ends at $k=n-|\kappa|$ for $\varepsilon=c^2\{[1+z^2/(n-|\kappa|+\gamma)^2]^{-1/2}-1\}$. The phase is $a_0>0$; the signs of $V$, $W$ and of off-diagonal elements in which an orbital occurs an odd number of times, such as the $J=1$ element of (15), depend on such choices, while diagonal values of $K$ and the elements (16), where every orbital occurs twice, do not.

For Pb, $Z=82$, $z=0.598383$, $z^2=0.358062$.

| orbital | $\gamma$ | $\lambda$ ($a_0^{-1}$) | $\varepsilon$ ($E_h$) |
|---|---|---|---|
| $1s$ | 0.801210 | 82.00000 | $-3733.04556$ |
| $2p_{1/2}$ | 0.801210 | 43.20327 | $-957.68122$ |
| $2p_{3/2}$ | 1.908386 | 41.00000 | $-860.20158$ |

The radial integrals with ket $1s$, in $a_0^{-1}$, are

| bra | $V$ | $W^{(1)}$ | $W^{(2)}$ | $W$ |
|---|---|---|---|---|
| $2p_{1/2}$ | $-52.06088$ | 9.65210 | 6.81173 | 16.46384 |
| $2p_{3/2}$ | $-41.48020$ | 3.82099 | 1.03003 | 4.85102 |

For Li-like $1s^22p_{1/2}$, equation (17) gives

$$K_{pp}=-\tfrac13(52.06088)^2=-903.445,\qquad K_D=-\tfrac23(-52.06088)(16.46384)=+571.415,\qquad K=-332.031,$$

and for $1s^22p_{3/2}$

$$K_{pp}=-\tfrac13(41.48020)^2=-573.536,\qquad K_D=-\tfrac23(-41.48020)(4.85102)=+134.147,\qquad K=-439.388,$$

all in $E_hm_e$. The nonrelativistic value is $-0.078037\times82^2=-524.720$, so $K/K_{\rm nr}=0.63278$ and $0.83738$.

The $pp$ part alone grows in magnitude, by the factor $903.445/524.720=1.72$ for $2p_{1/2}$ and $573.536/524.720=1.09$ for $2p_{3/2}$, while the full $K$ shrinks. Evaluating $\mathbf p_1\cdot\mathbf p_2$ with Dirac orbitals and omitting $\mathbf D$ thus gives, for these two states, a relativistic correction of the wrong sign. The same holds for the $j$ dependence: $K(\frac32)-K(\frac12)=-439.388+332.031=-107.36$, whereas the $pp$ parts give $-573.536+903.445=+329.91$.

The ratio $2W/V$ is $-0.632484$ and $-0.233895$, or $-1.76641\,z^2$ and $-0.65323\,z^2$. These lie within about one and five per cent of the limits $-\frac74$ and $-\frac58$ of (11), although $z^2=0.358$. Relative to their $z\to0$ forms ($|V|=39.68$; $W=12.43$ and $4.44$), $V$ and $W$ grow by the factors $1.31$ and $1.32$ for $2p_{1/2}$, so the growth nearly cancels in the ratio; for $2p_{3/2}$ the factors are $1.05$ and $1.09$, and only about half of it cancels. The growth of $V$ does not cancel in $K_{pp}$.

The masses are chosen as exactly 206 u and 208 u, roughly those of two lead nuclei. With $1\,{\rm u}=1822.8885\,m_e$ they are $375515.0$ and $379160.8$, and $1/M_{206}-1/M_{208}=2.56059\times10^{-8}$. With $1E_h=27.211386$ eV,

$$E_{208}(2p_{1/2})=\frac{-332.03050}{379160.8}=-8.75698\times10^{-4}E_h=-23.8290\ {\rm meV},$$

$$E_{206}-E_{208}=-332.03050\times2.56059\times10^{-8}=-8.50193\times10^{-6}E_h=-0.23135\ {\rm meV}.$$

For $2p_{3/2}$ the same arithmetic gives $-1.15884\times10^{-3}E_h=-31.5338$ meV and $-1.12509\times10^{-5}E_h=-0.30615$ meV. Since $K=0$ for $1s^22s$, these are also the SMS parts of the $2p_j$–$2s$ transition energies in this model.

For He-like Pb, (15) with $\frac13G_{\frac12\frac12}=332.0305$ and $\frac13G_{\frac32\frac32}=439.3882$ gives $K=-332.0305$ at $J=0$, $-439.3882$ at $J=2$, and the $J=1$ diagonal entries $-332.0305/3=-110.6768$ and $439.3882/3=146.4627$. The mixed quantity is

$$G_{\frac12\frac32}=2159.50-682.92-252.55=1224.03,$$

from $52.06088\times41.48020$, $16.46384\times(-41.48020)$ and $(-52.06088)\times4.85102$; times $2\sqrt2/9$ it gives $384.67$, in agreement with the computed $384.6737$. Equation (16) gives $332.0305$ and $\sqrt2\times439.3882=621.389$ for the couplings of $1s^2$ to $2p_{1/2}^2$ and $2p_{3/2}^2$. The $J=1$ matrix should not be diagonalized by itself. Its off-diagonal energy is $384.67/379160.8\approx1.0\times10^{-3}E_h$ against a fine-structure gap of $957.68-860.20=97.48\,E_h$. The mixing coefficients are set by the Dirac–Coulomb(–Breit) Hamiltonian, and the off-diagonal element enters as $2c_1c_2\times384.67$. To leading order the exchange interaction grows as $Z$ and the fine structure as $Z^4$. At low $Z$ exchange dominates and produces the singlet, with $K\to+V^2/3$, and the triplet, with $K\to-V^2/3$. At high $Z$ the states approach pure $jj$ coupling and $K$ approaches the diagonal entries, but the large off-diagonal element makes $K$ sensitive to the mixing that remains: in Pb a mixing coefficient of only 0.01 changes $K$ by $2\times0.01\times384.67=7.7$, which is 7 per cent of the entry $-110.68$.

For Na, $Z=11$, $z^2=0.006443$, $K_{\rm nr}=-9.44246$. The integrals are $V=-5.34412$, $W^{(1)}=0.01829$, $W^{(2)}=0.01185$ for $2p_{1/2}$ and $V=-5.32696$, $W^{(1)}=0.00858$, $W^{(2)}=0.00215$ for $2p_{3/2}$. The ratios $W^{(1)}/W^{(2)}=1.54$ and $4.0$ match the limits $17/11$ and $8/2$ of section 5, and $2W/(Vz^2)=-1.75020$ and $-0.62540$ match (11). The results are $K=-9.51987+0.10736=-9.41251$ for $2p_{1/2}$, and $K_{pp}=-9.45884$, $K_D=0.03812$, $K=-9.42073$ for $2p_{3/2}$, or $0.99683$ and $0.99770$ of the nonrelativistic value. The whole relativistic effect is two to three parts in a thousand of $K$, but in the fine-structure difference the nonrelativistic part cancels, and the full operator gives $-9.42073+9.41251=-0.00822$ against $-9.45884+9.51987=+0.06103$ from $pp$ alone. The $D$ terms decide the sign of that difference here as they do for Pb, and, since both differences scale as $z^2Z^2$ for small $z$, for all light ions in this model.

The reduction (7), (9), (10) and (12)–(17) is exact for the operator of section 1 and for any radial functions that vanish at both ends, taken orthonormal where antisymmetric states are normalized; (8) holds only for solutions of the Dirac equation and (11) only for hydrogenic orbitals at small $z$. The numbers carry the limits of the operator and of the model. The operator is complete only to relative order $z^2$; its matrix elements between Dirac orbitals contain part of the higher orders, while the rest (the exchange of two transverse photons, which corresponds to $\mathbf D_1\cdot\mathbf D_2$, the frequency dependence of the transverse photon, and, for the normal mass shift, negative-energy intermediate states) belongs to the QED theory of recoil. For Na, relative order $z^4$ is a few parts in $10^5$ of $K$, but a few per cent of the fine-structure difference: $\mathbf D_1\cdot\mathbf D_2$ alone adds $-\frac13W^2=-0.00030$ for $2p_{1/2}$ and $-0.00004$ for $2p_{3/2}$, and moves $-0.00822$ to $-0.00795$. For Pb, $z^4\approx0.13$, and the coefficients are not small. The term $\mathbf D_1\cdot\mathbf D_2$ alone adds $W_{ab}^2$ to the bracket of (17), that is $-\frac13(16.46384)^2=-90.35$ for $2p_{1/2}$ (27 per cent of $K$) and $-\frac13(4.85102)^2=-7.84$ for $2p_{3/2}$ (2 per cent), and it changes $K(\frac32)-K(\frac12)$ from $-107.36$ to $-24.85$. The Pb values above are matrix elements of the operator to the digits shown, but only rough estimates of the physical shifts, and the size of their $j$ dependence is not fixed by this operator. The form $z/2r$ holds for a point nucleus. An extended nucleus changes the orbitals and the operator at small $r$. The radial integrals change most for the $s_{1/2}$–$p_{1/2}$ pair, whose integrands behave as $r^{2\gamma-1}$ with $\gamma=0.80$ in Pb, but there the changes of $V$ and $W$ partly cancel in $K$. With orbitals for a uniformly charged sphere of rms radius 5.50 fm and $\mathbf D$ left as written, $K$ moves by about $-0.25$ for $2p_{1/2}$ and $-0.27$ for $2p_{3/2}$, less than 0.1 per cent in both cases. Screening and correlation change the orbitals at relative order $1/Z$, which for Na is far larger than the relativistic correction, and they enter through the radial functions and the coefficients $c_r$ without altering the angular factors.

## Table of computed values

```
c = 137.035999 a.u.; 1 u = 1822.8885 m_e; 1 Eh = 27.211386 eV
max error, arbitrary radial functions = 2.4e-13 (relative)
nonrel. limits: V/Z = -0.483850, 512/6561 = 0.078037
--- Pb: Z = 82, z = 0.598383, z^2 = 0.358062, max error 3D vs formula = 4.5e-14
nonrel. K = -512 Z^2/6561 = -524.72001 Eh*m_e
1s: gamma = 0.801210, lambda = 82.00000 1/a0, eps = -3733.04556 Eh
2p1/2: gamma = 0.801210, lambda = 43.20327 1/a0, eps = -957.68122 Eh
2p3/2: gamma = 1.908386, lambda = 41.00000 1/a0, eps = -860.20158 Eh
2p1/2-1s: C = -0.816497, C^2/(2ja+1) = 0.333333
  V = -52.06088, W1 = 9.65210, W2 = 6.81173, W = 16.46384 1/a0
  2W/V = -0.632484, 2W/(V z^2) = -1.76641
  1s2 2p1/2: K_pp = -903.44516, K_D = 571.41466, K = -332.03050 Eh*m_e
  K/K_nonrel = 0.63278
  E(208 u) = -8.75698e-04 Eh = -23.8290 meV
  E(206 u)-E(208 u) = -8.50193e-06 Eh = -0.23135 meV
2p3/2-1s: C = 1.154701, C^2/(2ja+1) = 0.333333
  V = -41.48020, W1 = 3.82099, W2 = 1.03003, W = 4.85102 1/a0
  2W/V = -0.233895, 2W/(V z^2) = -0.65323
  1s2 2p3/2: K_pp = -573.53559, K_D = 134.14738, K = -439.38821 Eh*m_e
  K/K_nonrel = 0.83738
  E(208 u) = -1.15884e-03 Eh = -31.5338 meV
  E(206 u)-E(208 u) = -1.12509e-05 Eh = -0.30615 meV
M(206 u) = 375515.0 m_e, M(208 u) = 379160.8 m_e, 1/M206-1/M208 = 2.56059e-08
He-like K (1s2p1/2)J=0: -332.0305 Eh*m_e
He-like K (1s2p1/2)J=1: -110.6768 Eh*m_e
He-like K (1s2p3/2)J=1: 146.4627 Eh*m_e
He-like K off-diagonal J=1: 384.6737 Eh*m_e
He-like K (1s2p3/2)J=2: -439.3882 Eh*m_e
K <1s^2|(2p1/2)^2> J=0: 332.0305 Eh*m_e
K <1s^2|(2p3/2)^2> J=0: 621.3888 Eh*m_e
--- Na: Z = 11, z = 0.080271, z^2 = 0.006443, max error 3D vs formula = 5.0e-14
nonrel. K = -512 Z^2/6561 = -9.44246 Eh*m_e
1s: gamma = 0.996773, lambda = 11.00000 1/a0, eps = -60.59777 Eh
2p1/2: gamma = 0.996773, lambda = 5.50444 1/a0, eps = -15.15556 Eh
2p3/2: gamma = 1.998388, lambda = 5.50000 1/a0, eps = -15.13110 Eh
2p1/2-1s: C = -0.816497, C^2/(2ja+1) = 0.333333
  V = -5.34412, W1 = 0.01829, W2 = 0.01185, W = 0.03013 1/a0
  2W/V = -0.011277, 2W/(V z^2) = -1.75020
  1s2 2p1/2: K_pp = -9.51987, K_D = 0.10736, K = -9.41251 Eh*m_e
  K/K_nonrel = 0.99683
2p3/2-1s: C = 1.154701, C^2/(2ja+1) = 0.333333
  V = -5.32696, W1 = 0.00858, W2 = 0.00215, W = 0.01073 1/a0
  2W/V = -0.004030, 2W/(V z^2) = -0.62540
  1s2 2p3/2: K_pp = -9.45884, K_D = 0.03812, K = -9.42073 Eh*m_e
  K/K_nonrel = 0.99770
```
